**Static polarization and RPA plasmon of doped graphene**

For a linear cone with velocity v, degeneracy 4 and electron density n at zero temperature, the static polarization equals the Fermi-level density of states D0 = 2k_F/(πħv) for q ≤ 2k_F, where k_F = √(πn). With background dielectric constant κ, the long-wavelength plasmon in the random-phase approximation (RPA) obeys ω0² = 2e²v√(πn) q/(κħ). The program integrates the density response over the allowed transitions and asserts agreement with the derived static formula at seven wavevectors on both sides of 2k_F. It also asserts the spinor overlaps, the principal-value angular integral, the undoped limit and the 3/2-power law just above 2k_F. Numerical RPA roots give powers of 0.500 in q, 0.250 in n and −0.500 in ħ, while the plasmon of a parabolic gas changes by only about 10⁻⁵ when ħ is halved. The first correction to the dispersion is asserted at κ = 1 and κ = 4, where it has opposite signs. For v = 0.9 a0 Ry/ħ, n = 3×10⁻⁵ a0⁻² and κ = 4, the output gives an RPA plasmon energy of 40.4 meV at q = 0.1 k_F.

## Check in Python

```python
"""Static polarization and plasmon of doped graphene (linear cone, T = 0).

Results under test:
  Pi(q) = D0 for q <= 2 k_F, with D0 = 2 k_F/(pi hbar v);
  omega0^2 = 2 e^2 v sqrt(pi n) q/(kappa hbar) at long wavelength in RPA.
Symbols: q wavevector, n electron density, k_F = sqrt(pi n), v cone
velocity, kappa background dielectric constant, alpha = e^2/(kappa hbar v).
Degeneracy is 4. Rydberg atomic units: hbar = 1, e^2 = 2, m_e = 1/2.
The response is integrated from its definition over allowed transitions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

E2 = 2.0
DEGENERACY = 4

# Double-exponential quadrature on (0, 1), clustered at both ends.
t_grid = np.linspace(-2.7, 2.7, 121)
X = 1 / (1 + np.exp(-np.pi * np.sinh(t_grid)))
W = ((t_grid[1] - t_grid[0]) * np.pi * np.cosh(t_grid)
     * X / (1 + np.exp(np.pi * np.sinh(t_grid))))


def response_parts(q, energy, k_F, hbar_v):
    """Intraband and interband parts of chi(q, energy), outside the continua."""
    prefactor = DEGENERACY * 2 / (4 * np.pi**2)  # 2: mirror half-plane
    # Intraband: occupied k < k_F to empty p = |k+q| > k_F.
    edges = [max(0.0, k_F - q)]
    if k_F < q < 2 * k_F:
        edges.append(q - k_F)
    edges.append(k_F)
    intra = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        k = (low + (high - low) * X)[:, None]
        cosine_limit = (k_F**2 - k**2 - q**2) / (2 * k * q)
        phi_max = np.arccos(np.clip(cosine_limit, -1, 1))
        phi = phi_max * X[None, :]
        p_squared_minus_k_squared = q**2 + 2 * k * q * np.cos(phi)
        p = np.sqrt(k**2 + p_squared_minus_k_squared)
        gap = hbar_v * p_squared_minus_k_squared / (p + k)
        overlap = ((k + p)**2 - q**2) / (4 * k * p)
        integrand = k * phi_max * overlap * 2 * gap / (energy**2 - gap**2)
        intra += (high - low) * (W @ integrand @ W)
    # Interband: filled valence k = |p-q| to empty conduction p > k_F.
    start = max(k_F, q)
    radial_pieces = [(start / X, start * W / X**2)]
    if q > k_F:
        radial_pieces.append((k_F + (q - k_F) * X, (q - k_F) * W))
    inter = 0.0
    phi = np.pi * X[None, :]
    for radius, weight in radial_pieces:
        p = radius[:, None]
        k = np.sqrt((p - q)**2 + 4 * p * q * np.sin(phi / 2)**2)
        difference = (q**2 - 2 * p * q * np.cos(phi)) / (k + p)
        overlap = (q**2 - difference**2) / (4 * k * p)
        gap = hbar_v * (k + p)
        integrand = p * np.pi * overlap * 2 * gap / (energy**2 - gap**2)
        inter += weight @ integrand @ W
    return prefactor * intra, prefactor * inter


def static_formula(q, k_F):
    """Derived static polarization divided by D0."""
    x = q / (2 * k_F)
    if x <= 1:
        return 1.0
    return (1 + np.pi * x / 4 - np.sqrt(1 - 1 / x**2) / 2
            - x * np.arcsin(1 / x) / 2)


def rpa_plasmon(q, n, v, kappa, hbar=1.0):
    """Plasmon frequency from the numerically integrated response."""
    k_F = np.sqrt(np.pi * n)
    hbar_v = hbar * v

    def dielectric(energy):
        chi = sum(response_parts(q, energy, k_F, hbar_v))
        return 1 - 2 * np.pi * E2 / (kappa * q) * chi

    root = brentq(dielectric, 1.0001 * hbar_v * q,
                  0.99 * hbar_v * (2 * k_F - q), xtol=1e-16, rtol=1e-12)
    return root / hbar


def leading_plasmon(q, n, v, kappa, hbar=1.0):
    return np.sqrt(2 * E2 * v * np.sqrt(np.pi * n) * q / (kappa * hbar))


def parabolic_plasmon(q, n, mass, kappa, hbar):
    """RPA plasmon of a spin-degenerate parabolic two-dimensional gas."""
    k_F = np.sqrt(2 * np.pi * n)
    k = k_F * X[:, None]
    phi = np.pi * X[None, :]
    gap = hbar**2 * (q**2 + 2 * k * q * np.cos(phi)) / (2 * mass)

    def dielectric(omega):
        integrand = k * 2 * gap / ((hbar * omega)**2 - gap**2)
        chi = 2 * 2 * k_F * np.pi * (W @ integrand @ W) / (4 * np.pi**2)
        return 1 - 2 * np.pi * E2 / (kappa * q) * chi

    edge = hbar * (k_F * q + q**2 / 2) / mass
    upper = 10 * np.sqrt(2 * np.pi * n * E2 * q / (kappa * mass))
    return brentq(dielectric, 1.001 * edge, upper, xtol=1e-16, rtol=1e-12)


# Model parameters
v = 0.9
n = 3e-5
kappa = 4.0
k_F = np.sqrt(np.pi * n)
E_F = v * k_F
D0 = 2 * k_F / (np.pi * v)
alpha = E2 / (kappa * v)

# Band overlaps from diagonalized cone Hamiltonians.
rng = np.random.default_rng(4)
for _ in range(5):
    vectors = rng.normal(size=(2, 2))
    spinors = []
    for kx, ky in vectors:
        H = np.array([[0, kx - 1j * ky], [kx + 1j * ky, 0]])
        spinors.append(np.linalg.eigh(H)[1])
    cosine = (vectors[0] @ vectors[1]) / np.prod(
        np.linalg.norm(vectors, axis=1))
    same = abs(np.vdot(spinors[0][:, 1], spinors[1][:, 1]))**2
    opposite = abs(np.vdot(spinors[0][:, 0], spinors[1][:, 1]))**2
    assert abs(same - (1 + cosine) / 2) < 1e-12
    assert abs(opposite - (1 - cosine) / 2) < 1e-12

# Principal-value angular integral on both sides of q = 2k, with k = 1.
for q_test in (0.7, 1.6, 2.7):
    if q_test < 2:
        pole = np.arccos(-q_test / 2)
        numerical = 2 * quad(
            lambda a: (2 + q_test * np.cos(a)) * (a - pole)
            / (q_test + 2 * np.cos(a)), 0, np.pi,
            weight='cauchy', wvar=pole)[0]
    else:
        numerical = 2 * quad(lambda a: (2 + q_test * np.cos(a))
                             / (q_test + 2 * np.cos(a)), 0, np.pi)[0]
    derived = np.pi * (q_test - np.sqrt(max(q_test**2 - 4, 0)))
    assert abs(numerical - derived) < 1e-6

# Nearly undoped cone.
undoped = -sum(response_parts(k_F, 0.0, 1e-3 * k_F, v))
undoped_formula = DEGENERACY * k_F / (16 * v)
assert abs(undoped / undoped_formula - 1) < 1e-6

# Static polarization from the definition.
static_rows = []
for ratio in (0.3, 1.0, 1.5, 1.9, 2.2, 3.0, 5.0):
    intra, inter = response_parts(ratio * k_F, 0.0, k_F, v)
    total = -(intra + inter) / D0
    formula = static_formula(ratio * k_F, k_F)
    assert abs(total - formula) < 1e-6
    static_rows.append((ratio, -intra / D0, -inter / D0, total, formula))

# Threshold law; the tolerance covers its next order in epsilon.
epsilon = 0.01
excess = -sum(response_parts(2 * k_F * (1 + epsilon), 0.0, k_F, v)) / D0 - 1
threshold_law = 2 * np.sqrt(2) / 3 * epsilon**1.5
assert abs(excess / threshold_law - 1) < 0.02

# Powers of q, density and hbar from numerical RPA roots.
q_small = 1e-4 * k_F
base = rpa_plasmon(q_small, n, v, kappa)
power_q = np.log(rpa_plasmon(4 * q_small, n, v, kappa) / base) / np.log(4)
power_n = np.log(rpa_plasmon(q_small, 16 * n, v, kappa) / base) / np.log(16)
power_hbar = np.log(rpa_plasmon(q_small, n, v, kappa, 0.25) / base) / np.log(0.25)
assert abs(base / leading_plasmon(q_small, n, v, kappa) - 1) < 1e-3
assert abs(power_q - 0.5) < 1e-3
assert abs(power_n - 0.25) < 1e-3
assert abs(power_hbar + 0.5) < 1e-3

# Parabolic gas: changing hbar leaves the long-wavelength plasmon unchanged.
q_parabolic = 1e-3 * k_F
parabolic_one = parabolic_plasmon(q_parabolic, n, 0.5, kappa, 1.0)
parabolic_half = parabolic_plasmon(q_parabolic, n, 0.5, kappa, 0.5)
parabolic_law = np.sqrt(2 * np.pi * n * E2 * q_parabolic / (kappa * 0.5))
assert abs(parabolic_one / parabolic_law - 1) < 1e-3
assert abs(parabolic_half / parabolic_one - 1) < 1e-3

# First long-wavelength correction at two interaction strengths.
correction_rows = []
for background in (1.0, 4.0):
    strength = E2 / (background * v)
    q_test = 1e-3 * k_F
    squared_ratio = (rpa_plasmon(q_test, n, v, background)
                     / leading_plasmon(q_test, n, v, background))**2
    measured = (squared_ratio - 1) / (q_test / k_F)
    predicted = 3 / (8 * strength) - strength / 2
    assert abs(measured - predicted) < 0.01
    correction_rows.append((background, measured, predicted))

# Unit conversions
a0 = const.physical_constants['Bohr radius'][0]
ry_ev = const.physical_constants['Rydberg constant times hc in eV'][0]
v_si = v * a0 * ry_ev * const.e / const.hbar

print(f"cone velocity v = {v:.3f} a0 Ry/hbar = {v_si:.4e} m/s")
print(f"density n = {n:.3e} a0^-2 = {n / a0**2 * 1e-4:.4e} cm^-2")
print(f"background constant kappa = {kappa:.1f} (dimensionless)")
print(f"Fermi wavevector k_F = {k_F:.6e} a0^-1")
print(f"Fermi energy E_F = {E_F:.6e} Ry = {E_F * ry_ev:.5f} eV")
print(f"density of states D0 = {D0:.6e} Ry^-1 a0^-2")
print(f"coupling alpha = {alpha:.5f} (dimensionless)")
print(f"dynamical mass hbar k_F/v = {2 * k_F / v:.5f} m_e")
print(f"undoped Pi at q=k_F: numerical {undoped:.6e} Ry^-1 a0^-2")
print(f"undoped Pi at q=k_F: formula {undoped_formula:.6e} Ry^-1 a0^-2")
print("static Pi/D0 (dimensionless): q/k_F, intra, inter, total, formula")
for row in static_rows:
    print("  {:.1f}  {:.6f}  {:.6f}  {:.6f}  {:.6f}".format(*row))
print(f"threshold epsilon = {epsilon:.3f} (dimensionless)")
print(f"threshold excess: numerical {excess:.6e}, law {threshold_law:.6e}")
print(f"RPA power of q = {power_q:.5f} (dimensionless)")
print(f"RPA power of n = {power_n:.5f} (dimensionless)")
print(f"RPA power of hbar = {power_hbar:.5f} (dimensionless)")
print(f"parabolic frequency ratio, hbar halved = {parabolic_half / parabolic_one:.6f}")
print("correction coefficient (dimensionless): kappa, numerical, formula")
for row in correction_rows:
    print("  {:.1f}  {:.5f}  {:.5f}".format(*row))
print("plasmon energies: q/k_F, leading [Ry], corrected [Ry], RPA [Ry], RPA [meV]")
coefficient = 3 / (8 * alpha) - alpha / 2
for ratio in (0.01, 0.05, 0.10, 0.20):
    q = ratio * k_F
    leading = leading_plasmon(q, n, v, kappa)
    corrected = leading * np.sqrt(1 + coefficient * ratio)
    full = rpa_plasmon(q, n, v, kappa)
    print(f"  {ratio:.2f}  {leading:.6e}  {corrected:.6e}  {full:.6e}"
          f"  {full * ry_ev * 1000:.3f}")
print("checks complete")
```

Output:

```
cone velocity v = 0.900 a0 Ry/hbar = 9.8446e+05 m/s
density n = 3.000e-05 a0^-2 = 1.0713e+12 cm^-2
background constant kappa = 4.0 (dimensionless)
Fermi wavevector k_F = 9.708130e-03 a0^-1
Fermi energy E_F = 8.737317e-03 Ry = 0.11888 eV
density of states D0 = 6.867097e-03 Ry^-1 a0^-2
coupling alpha = 0.55556 (dimensionless)
dynamical mass hbar k_F/v = 0.02157 m_e
undoped Pi at q=k_F: numerical 2.696703e-03 Ry^-1 a0^-2
undoped Pi at q=k_F: formula 2.696703e-03 Ry^-1 a0^-2
static Pi/D0 (dimensionless): q/k_F, intra, inter, total, formula
  0.3  0.988642  0.011358  1.000000  1.000000
  1.0  0.855010  0.144990  1.000000  1.000000
  1.5  0.627860  0.372140  1.000000  1.000000
  1.9  0.442022  0.557978  1.000000  1.000000
  2.2  0.334287  0.693749  1.028036  1.028036
  3.0  0.214770  1.043354  1.258124  1.258124
  5.0  0.115249  1.875592  1.990842  1.990842
threshold epsilon = 0.010 (dimensionless)
threshold excess: numerical 9.367354e-04, law 9.428090e-04
RPA power of q = 0.50004 (dimensionless)
RPA power of n = 0.24999 (dimensionless)
RPA power of hbar = -0.49995 (dimensionless)
parabolic frequency ratio, hbar halved = 0.999989
correction coefficient (dimensionless): kappa, numerical, formula
  1.0  -0.94166  -0.94236
  4.0  0.39720  0.39722
plasmon energies: q/k_F, leading [Ry], corrected [Ry], RPA [Ry], RPA [meV]
  0.01  9.209940e-04  9.228214e-04  9.228204e-04  12.556
  0.05  2.059405e-03  2.079756e-03  2.079696e-03  28.296
  0.10  2.912439e-03  2.969720e-03  2.969372e-03  40.400
  0.20  4.118811e-03  4.279292e-03  4.277232e-03  58.195
checks complete
```
